# Energy transfer from a 30 keV helium ion to a resting electron

**Question**

I am reading about helium-ion-beam lithography and want the largest energy that a 30 keV He⁺ ion can give to a free electron at rest in one collision.

My first idea was that the transfer is largest when the ion stops. The electron must then take over the whole ion momentum $P$, so its energy is $P^2/2m$. With $P^2=2ME$ this is $(M/m)E$, thousands of times more than the ion had. What is wrong, and what is the correct maximum? Does it depend on the force between the two particles? And may I read the answer as the highest energy of the electrons released in a resist?

**Answer**

Your calculation conserves momentum but not energy. A heavy ion cannot stop by hitting one light electron. Both conservation laws have to hold together, and they fix the electron's energy once its direction is known.

**The transfer at a given angle**

Let the ion have mass $M$, speed $V$, momentum $P=MV$ and kinetic energy $E=P^2/2M$. The electron has mass $m$ and leaves with momentum $\mathbf p$ at an angle $\theta$ to the beam. I assume an elastic collision: the ion's internal state does not change and no photon is emitted. The speeds are treated as nonrelativistic for now.

Momentum conservation leaves the ion with $\mathbf P-\mathbf p$. Energy conservation then reads

$$\frac{P^2}{2M}=\frac{|\mathbf P-\mathbf p|^2}{2M}+\frac{p^2}{2m}
=\frac{P^2-2Pp\cos\theta+p^2}{2M}+\frac{p^2}{2m}.$$

The term $P^2/2M$ cancels, which leaves

$$\frac{Pp\cos\theta}{M}=\frac{p^2}{2}\left(\frac1M+\frac1m\right)=\frac{p^2}{2\mu},\qquad \mu=\frac{mM}{M+m}.$$

One solution is $p=0$, meaning that nothing was transferred. Otherwise we may divide by $p$, and with $P/M=V$ we get

$$p=2\mu V\cos\theta .$$

Since $p$ is positive, $\cos\theta$ must be positive too: an electron struck from rest leaves in the forward half-space. Its kinetic energy is

$$T(\theta)=\frac{p^2}{2m}=\frac{2\mu^2V^2\cos^2\theta}{m}
=\frac{2mM^2V^2}{(M+m)^2}\cos^2\theta .$$

Inserting $MV^2=2E$ gives

$$T(\theta)=\frac{4mM}{(M+m)^2}\,E\cos^2\theta,\qquad
T_{\max}=\frac{4mM}{(M+m)^2}\,E ,$$

with the maximum at $\theta=0$.

**The number**

For He⁺ I take the alpha-particle mass plus one electron mass, so that $M/m=7295.3$. Dividing numerator and denominator by $m^2$,

$$T_{\max}=\frac{4\times7295.3}{(7296.3)^2}\times 30\,000\ \text{eV}
=5.4815\times10^{-4}\times30\,000\ \text{eV}=16.44\ \text{eV}.$$

The maximum is therefore about **16.4 eV**, or $2.63\times10^{-18}$ J. At 30° the factor $\cos^2\theta=3/4$ reduces the transfer to 12.3 eV, and at 60° the factor $1/4$ leaves 4.1 eV.

**Why it is so small**

The ion moves at $V=1.203\times10^6$ m/s. Seen from the ion, which is nearly unaffected by the collision, the electron approaches at speed $V$ and can at best be sent straight back at speed $V$. In the laboratory it then moves at nearly $2V$. From $p=2\mu V$ the speed is $2VM/(M+m)=2.405\times10^6$ m/s. For $m\ll M$ the energy is thus

$$T_{\max}\simeq\tfrac12m(2V)^2=2mV^2=\frac{4m}{M}E ,$$

which gives 16.45 eV here. The electron's speed is limited by the ion's speed, and its small mass makes the energy small.

Your stopping ion does exist in another case. With $x=m/M$,

$$\frac{T_{\max}}{E}=\frac{4x}{(1+x)^2}=1-\left(\frac{1-x}{1+x}\right)^2 .$$

The ratio never exceeds one, and it equals one when $x=1$. A projectile can hand over all its energy to a resting free particle of equal mass, but not to a much lighter one.

**Does the force matter?**

The force did not enter the derivation. It decides which angles occur and how often, but not the energy that belongs to an angle. To test this, I followed classical trajectories of both particles with the true mass ratio and the model potential $U_0e^{-r^2/a^2}$, where $r$ is their separation and $a$ the range. The offset is the initial sideways distance between the ion's line of flight and the electron.

- Repulsive, $U_0=2mV^2$, zero offset: the electron leaves at 0° with 16.44 eV.
- Repulsive, same strength, offset $0.6a$: it leaves at 36.75° with 10.56 eV.
- Attractive, $U_0=-2mV^2$, offset $0.6a$: it leaves at 67.88° with 2.33 eV.

All three agree with $T(\theta)$ to better than one part in a million.

A zero offset does not by itself guarantee the maximum. What is needed is a reversal of the relative velocity. The repulsive barrier achieves this because its height $2mV^2$ exceeds the energy of relative motion, about $\tfrac12mV^2$. With the attractive well and zero offset, the particles would pass through each other along the line, keep their relative velocity, and exchange no energy in the end. This holds for a well of finite depth and does not describe the real force. The attraction between He⁺ and an electron is of Coulomb type and diverges at short distance, so a small offset swings the electron around the ion and nearly reverses the relative velocity. For a point charge $+e$ and offset $b$, the classical Rutherford orbit gives $\tan\theta=\mu V^2 b/(e^2/4\pi\varepsilon_0)$; an offset of 0.1 bohr gives $\theta=1.7°$ and 16.43 eV. Such paths are only illustrative, because the electron's de Broglie wavelength in the relative motion is about 6 Å, but $T(\theta)$ rests on the conservation laws alone.

**Is the collision really elastic?**

He⁺ still has an electron of its own, so one should ask whether it can be excited. The centre of mass moves at $MV/(M+m)$, and this motion is conserved. The energy left for relative motion is

$$\frac{MV^2}{2}-\frac{M+m}{2}\left(\frac{MV}{M+m}\right)^2
=\frac{MV^2}{2}\,\frac{m}{M+m}=\frac{m}{M+m}E=4.11\ \text{eV}.$$

The first excitation of He⁺ from its ground state costs 40.8 eV. An ion that arrives in its ground state therefore cannot be excited by a free resting electron, despite its 30 keV. An ion that arrives already excited could release internal energy, and the limit above would not cover that case.

**Is the nonrelativistic treatment good enough?**

The ion has $V/c=0.004$, so one expects a small correction. Let $W=E+Mc^2$ be its initial total energy, with $P$ now the relativistic momentum. After the collision the ion has energy $W-T$, so

$$(W-T)^2=(P^2-2Pp\cos\theta+p^2)c^2+M^2c^4 .$$

Subtracting $W^2=P^2c^2+M^2c^4$ gives

$$-2WT+T^2=-2Ppc^2\cos\theta+p^2c^2 .$$

For the electron, $(T+mc^2)^2=p^2c^2+m^2c^4$, hence $p^2c^2=T^2+2Tmc^2$. The $T^2$ terms cancel and

$$T(W+mc^2)=Ppc^2\cos\theta .$$

Square this, replace $p^2c^2$ once more, and divide by $T$:

$$T(W+mc^2)^2=P^2c^2\cos^2\theta\,(T+2mc^2),$$

$$T=\frac{2mc^2\,P^2c^2\cos^2\theta}{(W+mc^2)^2-P^2c^2\cos^2\theta}.$$

At low speed, $P^2\simeq2ME$ and the denominator tends to $(M+m)^2c^4$, which restores the earlier result. At 30 keV the relativistic maximum is higher by only $7\times10^{-5}$ eV.

**What if the electron is already moving?**

This matters far more. An electron with 5 eV of kinetic energy, a round value, has speed $u=1.326\times10^6$ m/s, slightly faster than the ion.

Let $\mathbf G$ be the centre-of-mass velocity, and let $\mathbf s$ and $\mathbf s'$ be the electron's velocities relative to it before and after. In that frame the two momenta are opposite, so the total kinetic energy is proportional to $s^2$, and an elastic collision keeps $|\mathbf s'|=|\mathbf s|$. The electron gains

$$\Delta T=\frac m2\left(|\mathbf G+\mathbf s'|^2-|\mathbf G+\mathbf s|^2\right)
=m\,\mathbf G\cdot(\mathbf s'-\mathbf s)\le m\left(Gs-\mathbf G\cdot\mathbf s\right),$$

with equality when $\mathbf s'$ points along $\mathbf G$. For $m\ll M$ we have $\mathbf G\simeq\mathbf V$ and $\mathbf s\simeq\mathbf u-\mathbf V$. If $\alpha$ is the angle between $\mathbf u$ and the beam, the largest gain at that angle is

$$mV\left[\sqrt{u^2+V^2-2uV\cos\alpha}-u\cos\alpha+V\right].$$

Both terms containing $\cos\alpha$ grow as $\cos\alpha$ falls. The best case is $\cos\alpha=-1$, an electron running head-on into the ion. The square root is then $u+V$, and

$$\Delta T_{\max}\simeq2mV(V+u).$$

For $u=0$ this is the familiar $2mV^2$. For the 5 eV electron it gives 34.6 eV, 2.1 times the gain from rest. A scan over initial and final directions with the true masses also gives 34.6 eV, with the electron initially moving against the beam.

**Can you use 16.4 eV as a cutoff in a resist?**

No. Small changes in the beam energy or in the ion mass hardly affect the result. An energy spread of roughly 1 eV changes $T_{\max}$ by $5\times10^{-4}$ eV, and using the alpha-particle mass for $M$ changes it by 0.002 eV. What fails is the assumption of a free electron at rest. The elastic collision also leaves out that He⁺ can capture an electron in the resist and release energy in doing so.

In an organic resist the electrons are bound, the outer ones with an energy scale of roughly 10 eV, which is 0.6 of $T_{\max}$. Simply subtracting it would leave 6.4 eV, while initial motion pushes the possible gain the other way, to 34.6 eV in the 5 eV example. That example is only an illustration: outer electrons in molecules can have mean kinetic energies of several tens of eV, and the possible head-on gain in an elastic collision grows with $u$. For a head-on electron above about 19 eV, the energy of relative motion $\tfrac12\mu(u+V)^2$ exceeds 40.8 eV, so He⁺ can then be excited and the collision need not be elastic. Neither 6.4 eV nor 34.6 eV is a prediction for the emitted electrons. The rest of the target can also take up momentum when a bound electron is released, so the two-body limit is no longer sharp. The 16.4 eV result only sets a scale: it is comparable to the binding energies of the outer electrons, so a free-electron estimate needs care here.

The main values are also listed in the numerical output below.

## Computed results

```
Ion kinetic energy: 30.0 keV
He+ mass: 6.645568e-27 kg
Electron mass: 9.109384e-31 kg
Mass ratio M/m: 7295.300
Ion speed V: 1.20272e+06 m/s
Ion speed over c: 0.00401
Maximum transfer T_max: 16.4444 eV
Maximum transfer T_max: 2.6347e-18 J
Fraction T_max/E: 5.4815e-04
Light-electron estimate 4(m/M)E: 16.4489 eV
Fastest electron speed: 2.40511e+06 m/s
Transfer at electron angle 30 deg: 12.3333 eV
Transfer at electron angle 60 deg: 4.1111 eV
Trajectory, repulsive, offset 0.0 force ranges: angle 0.00 deg, transfer 16.4444 eV
Trajectory, repulsive, offset 0.6 force ranges: angle 36.75 deg, transfer 10.5583 eV
Trajectory, attractive, offset 0.6 force ranges: angle 67.88 deg, transfer 2.3316 eV
Trajectory, equal masses, head-on: T/E = 1.000000
Relativistic change of T_max: 6.61e-05 eV
Energy of relative motion: 4.1117 eV
First excitation energy of He+: 40.82 eV
Round initial electron kinetic energy: 5.0 eV
Initial electron speed u: 1.3262e+06 m/s
Largest energy gain of that electron: 34.572 eV
Heavy-ion formula for that gain: 34.587 eV
Largest gain over T_max: 2.102
Change if alpha-particle mass is used: 0.00225 eV
Rough beam energy spread: 1.0 eV
Change of T_max from that spread: 5.48e-04 eV
Rough binding scale in an organic resist: 10.0 eV
Binding scale over T_max: 0.608
T_max minus binding scale: 6.44 eV
```
